Film Thickness from Two Adjacent Reflectance Maxima

PROBLEM

A transparent, uniform film of refractive index n = 1.5 lies in air on a thick substrate of higher index. Its reflectance at normal incidence has adjacent maxima at the vacuum wavelengths 500 nm and 600 nm. Take the film index to be independent of wavelength and, for numerical values, a real and constant substrate index of 4.0.

(a) Derive the reflectance and find the condition for a maximum.

(b) Calculate the film thickness. Check the interference orders, and find the minimum between the two maxima.

(c) Could an ideal free-standing film of the same index have maxima at these two wavelengths?

(d) How do errors in reading the wavelengths affect the thickness, and how can the integer orders reduce this effect?

(e) Estimate the errors that arise if the method is applied to a clear acrylic film on silicon.

SOLUTION

(a) Reflectance and the condition for a maximum

Let z point into the film, with the air–film surface at z = 0 and the film–substrate surface at z = d. The time dependence is exp(−iωt), so a wave travelling forward in the film varies as exp(ikz), with k = 2πn/λ, where λ is the vacuum wavelength. The incident electric field has amplitude 1 and the reflected field amplitude r. The film contains a forward wave of amplitude A and a backward wave of amplitude B, both referred to z = 0. Light returning from the far side of the substrate is neglected, as is justified for a thick substrate that absorbs it. The substrate then carries a single forward wave, of amplitude t at z = d.

At normal incidence the electric and magnetic fields are both tangential to the surfaces, and both are continuous. For non-magnetic media the magnetic field of a wave is proportional to index times electric field, with opposite signs for the two directions of travel. With air index n₀ = 1, the conditions at z = 0 are

1 + r = A + B,
n₀(1 − r) = n(A − B).

With p = exp(ikd), the conditions at z = d are

Ap + B/p = t,
n(Ap − B/p) = n_s t,

where n_s is the substrate index. Inserting t from the first of these into the second gives

n(Ap − B/p) = n_s(Ap + B/p),
(n − n_s)Ap = (n + n_s)B/p,
B = r₂ p² A, with r₂ = (n − n_s)/(n + n_s).

Here r₂ is the reflection amplitude of the lower surface alone. The factor p² = exp(iφ) contains the phase gained in one round trip through the film,

φ = 2kd = 4πnd/λ.

Write s = B/A = r₂ exp(iφ). Dividing the second condition at z = 0 by the first gives

n₀(1 − r)/(1 + r) = n(1 − s)/(1 + s).

Cross-multiplication and collection of the terms in r give

n₀(1 + s) − n(1 − s) = r[n₀(1 + s) + n(1 − s)],

r = [(n₀ − n) + (n₀ + n)s]/[(n₀ + n) + (n₀ − n)s].

Dividing numerator and denominator by n₀ + n, and writing r₁ = (n₀ − n)/(n₀ + n) for the upper surface alone, we find

r = [r₁ + r₂ exp(iφ)]/[1 + r₁r₂ exp(iφ)].

All multiple reflections are contained in this result, because the fields A and B are the total forward and backward fields. Since r₁ and r₂ are real, the squared modulus is

R = |r|² = (r₁² + r₂² + 2r₁r₂ cos φ)/(1 + r₁²r₂² + 2r₁r₂ cos φ).

To locate the maxima, put x = cos φ. Numerator and denominator have the same derivative, 2r₁r₂, so the quotient rule gives

dR/dx = 2r₁r₂ × (denominator − numerator)/(denominator)².

The difference in the bracket is

1 + r₁²r₂² − r₁² − r₂² = (1 − r₁²)(1 − r₂²),

which is positive. The sign of dR/dx is therefore the sign of r₁r₂.

For n₀ < n < n_s both r₁ and r₂ are negative: each surface reverses the reflected electric field. Their product is positive, R rises with cos φ, and the maxima lie at cos φ = 1. Thus φ = 2πm, or

2nd = mλ, with m a positive integer.

The two sign reversals cancel in the comparison of the two reflected waves, so the round trip alone must supply a whole number of wavelengths. Multiple reflections alter the shape of the fringes but leave their maxima at this condition.

For the given indices, r₁ = −1/5 and r₂ = −5/11. At a maximum,

r = (−1/5 − 5/11)/(1 + 1/11) = (−36/55)/(12/11) = −3/5,
R = 0.36.

This is also the reflectance of the bare substrate, [(1 − 4)/(1 + 4)]² = 0.36. The agreement is general: when exp(iφ) = 1 we have p = ±1, so the fields at the two faces of the film are equal apart from a common sign, and the air meets the same ratio of electric to magnetic field as it would at the substrate itself.

(b) Thickness, orders and the intermediate minimum

Let λ_s = 500 nm and λ_l = 600 nm. For a fixed optical path 2nd the longer wavelength has the lower order. Because the maxima are adjacent, their orders differ by one:

2nd = mλ_l = (m + 1)λ_s.

The second equality gives m(λ_l − λ_s) = λ_s, hence

m = λ_s/(λ_l − λ_s) = 500/100 = 5.

Substituting this in 2nd = mλ_l gives

d = λ_s λ_l/[2n(λ_l − λ_s)]
= (500 nm × 600 nm)/(2 × 1.5 × 100 nm)
= 1000 nm = 1.000 µm.

The orders confirm that the data are consistent: 2nd = 3000 nm, which equals both 5 × 600 nm and 6 × 500 nm.

The minimum between the maxima lies at cos φ = −1, where 2nd = (5 + ½)λ:

λ_min = 3000 nm/5.5 = 545.45 nm.

There the reflection amplitude is

r = (r₁ − r₂)/(1 − r₁r₂) = (14/55)/(10/11) = 0.28,

so R = 0.0784. The minimum is closer to 500 nm than to 600 nm because the fringes are equally spaced in 1/λ, not in λ.

The word "adjacent" is needed. Maxima at both wavelengths require 2nd = 500a nm = 600b nm with integers a and b, so that 5a = 6b. Then a = 6N and b = 5N, and d = 1000N nm, where N is any positive integer. Between the two stated maxima there are a − b − 1 = N − 1 others. Films of 2000 nm and 3000 nm, for example, have one and two extra maxima there. Adjacency selects N = 1.

(c) A free-standing film

With air on both sides, r₁ = −1/5 but r₂ = +1/5. One surface reverses the field and the other does not. The product r₁r₂ is negative, R falls as cos φ rises, and the maxima lie at cos φ = −1:

2nd = (j + ½)λ, with j = 0, 1, 2, …

The same condition holds for any substrate with n_s < n. At n_s = n the lower reflection vanishes, and there are no fringes from which to find a thickness.

Applied to adjacent maxima, the new condition reads

2nd = (j + ½)λ_l = (j + 3/2)λ_s,

from which j + ½ = λ_s/(λ_l − λ_s). Elimination of j leads to the same spacing formula as before, and hence again to 1000 nm. The order, however, exposes a contradiction: j + ½ = 5 has no integer solution. Between 450 and 680 nm, a free-standing film 1000 nm thick has maxima at 461.54, 545.45 and 666.67 nm, and minima at 500 and 600 nm. The minima have zero reflectance because r₁ + r₂ = 0.

No other thickness repairs this, even if the maxima need not be adjacent. Maxima at both wavelengths would require

500(2k + 1) = 600(2j + 1), or 5(2k + 1) = 6(2j + 1),

with integers k and j. The left side is odd and the right side even. The answer to (c) is therefore no, for exact wavelengths and a constant index.

Imperfect readings weaken this conclusion. Suppose that the true maxima are at 500 − e and 600 + e, in nm. The order expression takes the half-integer value 4.5 when

(500 − e)/(100 + 2e) = 4.5,
500 − e = 450 + 9e,
e = 5.

A free-standing film with adjacent maxima at 495 and 605 nm has

d = (495 × 605)/(3 × 110) nm = 907.5 nm.

Opposite reading errors of 5 nm could thus make a free-standing film look like the supported film of this problem, and the thickness would be wrong by roughly 10 %. Errors of the other sign need to be only 4.17 nm: the half-integer value 5.5 gives e = −4.17, that is, true maxima at 504.17 and 595.83 nm and d = 1092.4 nm. It is better to know the substrate than to infer it from the positions alone. A calibrated reflectance also helps: the maxima of the free-standing film reach [(n² − 1)/(n² + 1)]² = 0.1479, against 0.36 for the film on the substrate of index 4.0.

(d) Errors in the wavelengths

Differentiate d = λ_sλ_l/[2n(λ_l − λ_s)] with respect to each wavelength, holding the other wavelength and n fixed:

∂d/∂λ_s = [λ_l(λ_l − λ_s) + λ_sλ_l]/[2n(λ_l − λ_s)²]
= λ_l²/[2n(λ_l − λ_s)²] = 12.00 nm per nm,

∂d/∂λ_l = [λ_s(λ_l − λ_s) − λ_sλ_l]/[2n(λ_l − λ_s)²]
= −λ_s²/[2n(λ_l − λ_s)²] = −8.33 nm per nm.

If the shorter wavelength is read 1 nm too high and the longer one 1 nm too low, the errors add to about 20 nm, or 2 % of the thickness. If both are read 1 nm too high, they partly cancel and leave about 4 nm. The large factors come from the small difference λ_l − λ_s in the denominator.

The spacing need not supply the final value. It can serve to identify the integer m, after which each maximum gives its own thickness:

d = (m + 1)λ_s/(2n) = 6 × 500 nm/3 = 1000 nm,
d = mλ_l/(2n) = 5 × 600 nm/3 = 1000 nm.

With m fixed, the sensitivities are 6/3 = 2.00 and 5/3 = 1.67 nm per nm, several times smaller than before. A wrong integer would show itself here: m = 6 would give 1167 nm from the first maximum and 1200 nm from the second. This comparison is not an independent check: the two values differ by (λ_l − λ_s)/(2n) times the difference between m and λ_s/(λ_l − λ_s), so it is the same test as rounding and fails where rounding fails.

Neither method removes an error in n. Both give d proportional to 1/n. If the index were 1.49, the same optical path of 3000 nm would mean d = 3000 nm/2.98 ≈ 1007 nm.

(e) An acrylic film on silicon

Clear acrylic polymers have an index of roughly 1.5 in visible light, and a film about 1 µm thick on silicon is a realistic case for a visible spectrometer. Silicon is, however, dispersive and absorbing, and the polymer is slightly dispersive. To size these effects, keep the true thickness at 1000 nm, calculate the spectrum with each effect included, and analyse its maxima as if the film index were a constant 1.5. The spectra come from a numerical solution of the field conditions in part (a), and the maxima are read from a fine wavelength grid with parabolic interpolation. The material data are rough typical values, adequate for estimating corrections but not for calibration.

For the polymer, take

n(λ) = 1.5 + C[1/λ² − 1/(550 nm)²], C = 5000 nm².

This gives 1.5035 at 500 nm and 1.4974 at 600 nm. With the substrate index held at 4.0, the maxima still satisfy 2n(λ)d = mλ: there the reflectance equals that of the bare substrate, and at any other phase it is smaller. Subtracting the conditions for two adjacent maxima gives

1/(2d) = n(λ_s)/λ_s − n(λ_l)/λ_l.

Let σ = 1/λ. The right side is the change of nσ across the interval, and to leading order it equals (1/λ_s − 1/λ_l) times

d(nσ)/dσ = n + σ dn/dσ = n − λ dn/dλ = n_g.

This is the group index. The spacing formula uses n in place of n_g, so it returns approximately

d_apparent ≈ d n_g/n.

At 550 nm the assumed dispersion gives n_g = 1.5 + 2C/(550 nm)² = 1.5331, and the predicted apparent thickness is 1000 nm × 1.5331/1.5 = 1022.0 nm. The calculated maxima are at 501.13 and 598.96 nm, for which the spacing formula gives 1022.7 nm. A variation of only 0.006 in index across the interval thus causes an error of about 2 %.

The order method does better. The expression λ_s/(λ_l − λ_s) is now 5.122, which still rounds to 5. The mean of the thicknesses from the two orders is

½(6 × 501.13/3 + 5 × 598.96/3) nm = 1000.3 nm.

The assumed index of 1.5 is exact at 550 nm, near the middle of the interval. It is therefore too low at one maximum and too high at the other, and the two errors nearly cancel in the mean. An index that is exact only near one end of the interval, or outside it, would leave a larger error.

Rounding has a limit. To leading order the excess of the apparent order over m is m(n_g − n)/n, which is about 0.022m here. For exactly read maxima near 550 nm it reaches one half near m = 23; at shorter wavelengths, where the dispersion is stronger, the limit is lower. Reading errors can lower it further. The spacing is about λ/m, so reading it 1 nm too small raises the apparent order by about m²/λ, with λ in nm. Opposite errors of 0.5 nm in the two maxima can therefore bring the limit near 550 nm down to about m = 11. For thicker films, the integer should be found with the dispersion included and from several maxima, not from one adjacent pair.

Now keep the film index constant and let the substrate be silicon. The rough complex index n_s + iκ used is 4.30 + 0.070i at 500 nm and 3.94 + 0.025i at 600 nm, with smooth interpolation through rough values at 50 nm intervals. Without absorption, the maxima move to 499.09 and 599.19 nm. The direction follows from part (a). At φ = 2πm the phase term is stationary, and R = [(n_s − 1)/(n_s + 1)]² for the local substrate index. Since n_s decreases with wavelength, R is already falling there, and the maximum must lie at a slightly shorter wavelength. With absorption included, the maxima are at 499.26 and 599.30 nm. The spacing then gives 997.0 nm and the orders give 998.7 nm. The last digits depend on the silicon data: another smooth interpolation, or tabulated values with lower absorption (κ near 0.044 at 500 nm), moves the maxima by up to about 0.07 nm, the spacing result by up to 0.6 nm and the order result by about 0.1 nm. These shifts refer to absolute reflectance; in a spectrum divided by that of bare silicon the maxima lie instead near 500.2 and 600.1 nm.

Focused light adds an error that is small at low numerical aperture. For a ray at the edge of a cone of numerical aperture 0.10, sin θ in the film is 0.10/1.5, and the condition for a maximum becomes 2nd cos θ = mλ. With the constant-index film and substrate and s polarization (electric field perpendicular to the plane of incidence), both methods return 997.8 nm, the true thickness times cos θ. Rays nearer the axis have smaller shifts, so the edge ray overstates the effect: a uniformly filled cone of unpolarized light gives 998.9 nm. The error grows roughly as the square of the aperture and affects both methods alike; filled cones of numerical aperture 0.25 and 0.40 give 993.0 and 982.1 nm.

With polymer dispersion, absorbing silicon and the tilted edge ray together, the results are:

Maxima: 499.36 and 596.97 nm
Apparent order: 5.116
Thickness from the spacing: 1018.0 nm
Thickness from the orders: 996.8 nm

Relative to the true 1000 nm, the errors are +1.8 % and −0.3 %. For these assumed conditions, polymer dispersion is the largest of the calculated effects on the spacing method. A native oxide layer on the silicon, surface roughness and thickness variation across the light spot are not included. They have to be assessed separately, as does any error in the mean film index. That error can exceed the −0.3 % found above: poly(methyl methacrylate) has n near 1.493 at 550 nm, and the same combined case with that index, analysed as 1.5, gives about 1013 nm from the spacing and 992 nm from the orders.

For the ideal film of the problem, the thickness is 1000 nm. For a real film of this kind, the two maxima are better used first to fix the orders and then to calculate the thickness from them.
